# Second-order downfolding by projected Sternheimer equations instead of sums over states: a numerical check

```python
"""
Result under test: the second-order Loewdin term
  H2[m,n] = 1/2 sum_l h[m,l] h[l,n] (1/(e_m-e_l) + 1/(e_n-e_l)),  l remote,
equals -(<y_m|b_n> + <b_m|y_n>)/2, where b_m = Q h|m>, Q removes the model
states, and y_m solves the projected equation Q(H0-e_m)Q y_m = b_m.
Also tested: error laws of conjugate gradients (CG), condition-number bounds,
and tail bounds of the truncated explicit sum.
Model: electron in a 2D square-lattice potential, zone centre, plane waves.
Model states: s (lowest), X and Y (degenerate doublet). Units: eV and nm.
S denotes -H2[m,m] > 0; kappa a condition number; T0 = hbar^2/(2 m).
"""
from types import SimpleNamespace
import numpy as np
from scipy import constants, sparse
from scipy.linalg import eigh
from scipy.sparse.linalg import splu

T0 = constants.hbar**2 / (2 * constants.m_e) / constants.e * 1e18
LATTICE, V1, V2 = 0.5, 6.0, 1.0
HEIGHT, WIDTH, CENTRE = 10.0, 0.02, np.array([0.10, 0.05])
V_MIN, V_MAX = -2 * V1 + V2, 2 * V1 + V2
X_DIR, Y_DIR = np.array([1.0, 0.0]), np.array([0.0, 1.0])
DIAGONAL = np.array([1.0, 1.0]) / np.sqrt(2)


def build(cutoff):
    """Sparse H0 and its nine lowest states, by block inverse iteration."""
    span = range(-cutoff, cutoff + 1)
    waves = [(i, j) for i in span for j in span if i*i + j*j <= cutoff**2]
    index = {w: q for q, w in enumerate(waves)}
    G = 2 * np.pi / LATTICE * np.array(waves, float)
    kinetic = T0 * np.sum(G**2, axis=1)
    rows, cols, vals = [], [], []
    for (i, j), q in index.items():
        for di in (-1, 0, 1):
            for dj in (-1, 0, 1):
                other = index.get((i + di, j + dj))
                if other is None or (di == 0 and dj == 0):
                    continue
                rows.append(q)
                cols.append(other)
                vals.append(V2 / 4 if di and dj else -V1 / 2)
    size = len(waves)
    V = sparse.csr_matrix((vals, (rows, cols)), shape=(size, size))
    H = (V + sparse.diags(kinetic)).tocsr()
    factor = splu((H - V_MIN * sparse.identity(size)).tocsc())
    block = np.random.default_rng(1).standard_normal((size, 13))
    for _ in range(100):
        block = np.linalg.qr(factor.solve(block))[0]
    energies, rotation = np.linalg.eigh(block.T @ (H @ block))
    states = (block @ rotation)[:, :9]
    energies = energies[:9]
    # Orient the doublet: X carries the larger mean square x momentum.
    pair = states[:, 1:3]
    turn = np.linalg.eigh(pair.T @ (G[:, :1]**2 * pair))[1]
    states[:, 1:3] = pair @ turn[:, ::-1]
    states[:, 1] *= np.sign(states[index[(1, 0)], 1])
    states[:, 2] *= np.sign(states[index[(0, 1)], 2])
    residual = np.max(np.abs(H @ states - states * energies))
    assert residual < 1e-9
    assert abs(energies[1] - energies[2]) < 1e-9
    assert energies[3] - energies[2] > 0.3
    return SimpleNamespace(H=H, V=V, G=G, kinetic=kinetic, size=size,
                           e=energies, states=states, P=states[:, :3])


def local_matrix(basis, width):
    """Periodic array of Gaussians in the plane-wave basis."""
    gx = basis.G[:, None, 0] - basis.G[None, :, 0]
    gy = basis.G[:, None, 1] - basis.G[None, :, 1]
    scale = HEIGHT * 2 * np.pi * width**2 / LATTICE**2
    phase = gx * CENTRE[0] + gy * CENTRE[1]
    return scale * np.exp(-width**2 * (gx**2 + gy**2) / 2 - 1j * phase)


def kp_diagonal(basis, direction):
    """(hbar/m) p.direction per unit wave number; diagonal here."""
    return 2 * T0 * (basis.G @ direction)


def project(deflated, v):
    return v - deflated @ (deflated.T @ v)


def preconditioner(basis):
    return 1 / (basis.kinetic + V_MAX - basis.e[0])


def projected_cg(basis, energy, deflated, rhs, weight, tol=1e-11, limit=4000):
    """CG for Q(H0-energy)Q y = Q rhs; also returns the values <b|y_k>."""
    b = project(deflated, rhs)
    y, r = np.zeros_like(b), b.copy()
    z = project(deflated, weight * r)
    d, rz, values = z.copy(), np.vdot(r, z).real, []
    while np.linalg.norm(r) > tol * np.linalg.norm(b) and len(values) < limit:
        Ad = project(deflated, basis.H @ d - energy * d)
        step = rz / np.vdot(d, Ad).real
        y = y + step * d
        r = r - step * Ad
        z = project(deflated, weight * r)
        new = np.vdot(r, z).real
        d, rz = z + new / rz * d, new
        values.append(np.vdot(b, y).real)
    assert len(values) < 4000
    return y, np.array(values)


def downfold(basis, columns):
    """Second-order 3x3 term by Sternheimer solves; columns are h|m>."""
    B = project(basis.P, columns)
    Y = np.column_stack([projected_cg(basis, basis.e[m], basis.P, B[:, m],
                                      preconditioner(basis))[0]
                         for m in range(3)])
    one_sided = -Y.conj().T @ B
    return (one_sided + one_sided.conj().T) / 2, one_sided


def explicit_sum(energies, vectors, columns):
    """Second-order 3x3 term from the complete dense spectrum."""
    b = vectors[:, 3:].T @ columns
    inverse = 1 / (energies[None, :3] - energies[3:, None])
    left = (b.conj() * inverse).T @ b
    return (left + b.conj().T @ (b * inverse)) / 2


def exact_effective(basis, perturbed):
    """Exact 3x3 Hamiltonian: symmetric orthonormalised projections."""
    energies, vectors = eigh(perturbed, subset_by_index=[0, 2])
    u, _, vh = np.linalg.svd(basis.P.T @ vectors)
    R = u @ vh
    return (R * energies) @ R.conj().T


def exact_second_order(basis, dense, perturbation, step):
    def quotient(x):
        plus = exact_effective(basis, dense + x * perturbation)
        minus = exact_effective(basis, dense - x * perturbation)
        return (plus + minus - 2 * np.diag(basis.e[:3])) / (2 * x**2)
    return (4 * quotient(step) - quotient(2 * step)) / 3


def doublet_masses(basis, direction):
    """m/m* matrix of X,Y along direction, s folded in as well."""
    columns = kp_diagonal(basis, direction)[:, None] * basis.P
    remote = downfold(basis, columns)[0][1:, 1:]
    via_s = basis.P[:, 0] @ columns[:, 1:]
    below = np.outer(via_s, via_s) / (basis.e[1] - basis.e[0])
    return np.eye(2) + (remote + below) / T0


def preconditioned_kappa(basis, energy, deflated):
    dense = basis.H.toarray() - energy * np.eye(basis.size)
    dense = project(deflated, project(deflated, dense).T)
    root = np.sqrt(preconditioner(basis))
    values = np.linalg.eigvalsh(root[:, None] * dense * root[None, :])
    return values[-1] / values[deflated.shape[1]]


def kappa_bound(basis, energy, gap):
    return 1 + (energy - V_MIN + V_MAX - basis.e[0]) / gap


def first_below(errors, level):
    good = np.abs(errors) <= level
    assert good.any()
    return int(np.argmax(good)) + 1


# ---- Canonical second-order term against the exact effective Hamiltonian
small = build(10)
small_dense = small.H.toarray()
local_small = local_matrix(small, WIDTH)
tilted = np.array([0.8, 0.6])
kp_small = np.diag(kp_diagonal(small, tilted))
canonical_errors = []
for h in (kp_small, local_small):
    solved, one_sided = downfold(small, h @ small.P)
    exact = exact_second_order(small, small_dense, h, 0.02)
    scale = np.max(np.abs(exact))
    canonical_errors.append(np.max(np.abs(solved - exact)) / scale)
    assert canonical_errors[-1] < 1e-5
one_sided_error = np.max(np.abs(one_sided - exact)) / scale
assert one_sided_error > 1e-3

# ---- Doublet masses against finite-difference band curvature
levels = np.linalg.eigvalsh(small_dense)
curvature_error = 0.0
for direction in (X_DIR, DIAGONAL):
    def curvature(k):
        shifted = small_dense + np.diag(k * kp_diagonal(small, direction))
        bands = np.linalg.eigvalsh(shifted)[1:3] + T0 * k**2
        return (bands - levels[1:3]) / (T0 * k**2)
    measured = (4 * curvature(0.02) - curvature(0.04)) / 3
    predicted = np.linalg.eigvalsh(doublet_masses(small, direction))
    curvature_error = max(curvature_error,
                          np.max(np.abs(measured - predicted)))
assert curvature_error < 3e-5

# ---- Main basis: Sternheimer result against the complete explicit sum
main = build(20)
energies, vectors = np.linalg.eigh(main.H.toarray())
local_columns = local_matrix(main, WIDTH) @ main.P
kp_columns = kp_diagonal(main, X_DIR)[:, None] * main.P
kp_y_columns = kp_diagonal(main, Y_DIR)[:, None] * main.P
local_term = downfold(main, local_columns)[0]
sum_errors = []
for columns in (kp_columns, local_columns):
    reference = explicit_sum(energies, vectors, columns)
    difference = np.max(np.abs(downfold(main, columns)[0] - reference))
    sum_errors.append(difference / np.max(np.abs(reference)))
    assert sum_errors[-1] < 1e-8

# ---- Bordered sparse direct solve for state X and the k.p perturbation
eX = main.e[1]
b_kp = project(main.P, kp_columns[:, 1])
y_kp, kp_values = projected_cg(main, eX, main.P, b_kp, preconditioner(main))
bordered = sparse.bmat([[main.H - eX * sparse.identity(main.size),
                         sparse.csr_matrix(main.P)],
                        [sparse.csr_matrix(main.P.T), None]]).tocsc()
direct = splu(bordered).solve(np.concatenate([b_kp, np.zeros(3)]))
direct_error = (np.linalg.norm(direct[:main.size] - y_kp)
                / np.linalg.norm(y_kp))
assert direct_error < 1e-8

# ---- Truncation tails and their bounds, state X
gaps = energies[3:] - eX


def remote_terms(columns, m):
    amplitudes = np.abs(vectors[:, 3:].T @ columns[:, m])**2
    return amplitudes, amplitudes / (energies[3:] - main.e[m])


kp_weight, kp_terms = remote_terms(kp_columns, 1)
local_weight, local_terms = remote_terms(local_columns, 1)
S_kp, S_local = kp_terms.sum(), local_terms.sum()


def tails(terms):
    return np.cumsum(terms[::-1])[::-1][1:]


kp_tail, local_tail = tails(kp_terms), tails(local_terms)
norm_kp = np.linalg.norm(b_kp)**2
norm_local = np.linalg.norm(project(main.P, local_columns[:, 1]))**2
parseval_kp = (norm_kp - np.cumsum(kp_weight)[:-1]) / gaps[1:]
parseval_local = (norm_local - np.cumsum(local_weight)[:-1]) / gaps[1:]
px, X_state = kp_diagonal(main, X_DIR), main.P[:, 1]
force = px * (main.V @ X_state) - main.V @ (px * X_state)
commutator = np.linalg.norm(force)**2 / gaps[1:]**3
assert np.all(kp_tail <= parseval_kp + 1e-11 * S_kp)
assert np.all(local_tail <= parseval_local + 1e-11 * S_local)
assert np.all(kp_tail <= commutator + 1e-11 * S_kp)

# ---- CG error laws, state X and the local perturbation
b_local = project(main.P, local_columns[:, 1])
values = projected_cg(main, eX, main.P, b_local, preconditioner(main))[1]
kappa_main = preconditioned_kappa(main, eX, main.P)
rho = (np.sqrt(kappa_main) - 1) / (np.sqrt(kappa_main) + 1)
cg_errors = S_local - values
cg_limit = 4 * rho**(2 * np.arange(1, len(values) + 1)) * S_local
assert np.all(cg_errors <= cg_limit + 1e-10 * S_local)
y5, five = projected_cg(main, eX, main.P, b_local, preconditioner(main),
                        limit=5)
r5 = b_local - project(main.P, main.H @ y5 - eX * y5)
residual_form = np.sum(np.abs(vectors[:, 3:].T @ r5)**2 / gaps)
assert abs(S_local - five[-1] - residual_form) < 1e-9 * S_local
assert residual_form > 1e-8 * S_local

# ---- Conditioning as the basis grows
condition_rows = []
for basis in (build(5), small, main):
    e, gap = basis.e[1], basis.e[3] - basis.e[1]
    top = np.linalg.eigvalsh(basis.H.toarray())[-1]
    kappa = preconditioned_kappa(basis, e, basis.P)
    bound = kappa_bound(basis, e, gap)
    assert kappa <= bound * (1 + 1e-9)
    rhs = local_matrix(basis, WIDTH) @ basis.P[:, 1]
    plain = len(projected_cg(basis, e, basis.P, rhs,
                             np.ones(basis.size), 1e-8)[1])
    helped = len(projected_cg(basis, e, basis.P, rhs,
                              preconditioner(basis), 1e-8)[1])
    condition_rows.append((basis.size, (top - e) / gap, kappa, bound,
                           plain, helped))
assert 3.5 < condition_rows[2][1] / condition_rows[1][1] < 4.5
assert condition_rows[2][4] > condition_rows[1][4]
assert condition_rows[2][5] <= condition_rows[1][5] + 5

# ---- Hybrid: six near remote states summed, the rest solved
_, hybrid_values = projected_cg(main, eX, main.states, local_columns[:, 1],
                                preconditioner(main))
near = np.abs(main.states[:, 3:].T @ local_columns[:, 1])**2
near_sum = np.sum(near / (main.e[3:] - eX))
hybrid_error = abs(near_sum + hybrid_values[-1] - S_local) / S_local
hybrid_kappa = preconditioned_kappa(main, eX, main.states)
hybrid_bound = kappa_bound(main, eX, energies[9] - eX)
assert hybrid_error < 1e-9
assert hybrid_kappa < kappa_main and hybrid_kappa <= hybrid_bound
hybrid_steps = len(projected_cg(main, eX, main.states, local_columns[:, 1],
                                preconditioner(main), 1e-8)[1])

# ---- Work for all diagonal terms at relative accuracy 1e-6
per_step = main.H.nnz / main.size + 4 * 3 + 8


def compare_cost(column_sets):
    steps, states_needed = 0, 0
    for columns in column_sets:
        for m in range(3):
            terms = remote_terms(columns, m)[1]
            total = terms.sum()
            history = projected_cg(main, main.e[m], main.P, columns[:, m],
                                   preconditioner(main))[1]
            steps += first_below(history - total, 1e-6 * total)
            states_needed = max(states_needed,
                                first_below(tails(terms), 1e-6 * total))
    return steps, states_needed, steps * per_step, (states_needed + 3)**2


kp_cost = compare_cost((kp_columns, kp_y_columns))
local_cost = compare_cost((local_columns,))
assert local_cost[2] < local_cost[3]

# ---- Number of states against the width of the local perturbation
wide_terms = remote_terms(local_matrix(main, 2 * WIDTH) @ main.P, 1)[1]
n_wide = first_below(tails(wide_terms), 1e-6 * wide_terms.sum())
n_narrow = first_below(local_tail, 1e-6 * S_local)
assert 3 < n_narrow / n_wide < 5

# ---- Output
mass_x, mass_d = doublet_masses(main, X_DIR), doublet_masses(main, DIAGONAL)
small_x = doublet_masses(small, X_DIR)
print(f"hbar^2/(2m) = {T0:.6f} eV nm^2; a = {LATTICE} nm")
print(f"V1 = {V1} eV, V2 = {V2} eV; V range {V_MIN} to {V_MAX} eV")
print(f"Gaussian: height {HEIGHT} eV, width {WIDTH} nm, centre {CENTRE} nm")
print(f"main basis: {main.size} plane waves, {main.H.nnz} nonzeros in H0")
print(f"levels s, X=Y, next: {main.e[0]:.5f}, {eX:.5f}, {main.e[3]:.5f} eV")
print(f"gap g above doublet = {main.e[3] - eX:.5f} eV")
print(f"preconditioner shift mu = {V_MAX - main.e[0]:.5f} eV")
print(f"m/m* of X along x = {mass_x[0, 0]:.5f}")
print(f"m/m* of Y along x = {mass_x[1, 1]:.5f}")
print(f"m/m* XY element along diagonal = {mass_d[0, 1]:.5f}")
print(f"same X, Y along x, {small.size} waves: "
      f"{small_x[0, 0]:.5f}, {small_x[1, 1]:.5f}")
print(f"max m/m* deviation from band curvature = {curvature_error:.1e}")
print("Gaussian second-order matrix (s,X,Y), meV, real then imaginary:")
for row in 1000 * local_term:
    print("  " + "  ".join(f"{v.real:9.4f}{v.imag:+9.4f}i" for v in row))
print(f"relative deviation from exact effective H: k.p "
      f"{canonical_errors[0]:.1e}, Gaussian {canonical_errors[1]:.1e}")
print(f"same with one-sided denominators, Gaussian: {one_sided_error:.3f}")
print(f"relative deviation from full sum: k.p {sum_errors[0]:.1e}, "
      f"Gaussian {sum_errors[1]:.1e}")
print(f"bordered direct solve, relative deviation = {direct_error:.1e}")
print(f"S for X: k.p x {S_kp:.6f} eV nm^2, Gaussian {1000*S_local:.5f} meV")
print("relative tail, state X, after N remote states:")
print("  N | k.p: tail, Parseval, commutator | Gaussian: tail, Parseval")
for N in (6, 30, 100, 300):
    q = N - 1
    print(f"  {N} | {kp_tail[q]/S_kp:.1e}, "
          f"{max(parseval_kp[q], 0)/S_kp:.1e}, {commutator[q]/S_kp:.1e} | "
          f"{local_tail[q]/S_local:.1e}, {parseval_local[q]/S_local:.1e}")
print("relative CG error and its limit, Gaussian, state X:")
for k in (2, 5, 8, 11):
    print(f"  step {k}: {cg_errors[k-1]/S_local:.1e}, "
          f"{cg_limit[k-1]/S_local:.1e}")
print(f"residual form of error at step 5 = {residual_form/S_local:.3e} of S")
print("waves | kappa plain, precond., bound | steps plain, precond. (1e-8)")
for row in condition_rows:
    print(f"  {row[0]} | {row[1]:.1f}, {row[2]:.2f}, {row[3]:.2f} | "
          f"{row[4]}, {row[5]}")
print(f"hybrid, 6 near states summed: gap {energies[9]-eX:.4f} eV, "
      f"kappa {hybrid_kappa:.2f}, bound {hybrid_bound:.2f}")
print(f"hybrid steps (1e-8) = {hybrid_steps}; near part "
      f"{near_sum/S_local:.4f} of S; deviation {hybrid_error:.1e}")
print(f"multiply-adds per wave and CG step = {per_step:.2f}")
print("relative accuracy 1e-6, all diagonal terms:")
for name, cost in (("k.p x and y", kp_cost), ("Gaussian", local_cost)):
    print(f"  {name}: CG steps {cost[0]}, remote states {cost[1]}; "
          f"multiply-adds per wave {cost[2]:.0f} against {cost[3]}")
print(f"remote states for X at 1e-6: width {WIDTH} nm {n_narrow}, "
      f"width {2*WIDTH} nm {n_wide}")
print("every check passed")
```

Printed output:

```
hbar^2/(2m) = 0.038100 eV nm^2; a = 0.5 nm
V1 = 6.0 eV, V2 = 1.0 eV; V range -11.0 to 13.0 eV
Gaussian: height 10.0 eV, width 0.02 nm, centre [0.1  0.05] nm
main basis: 1257 plane waves, 10920 nonzeros in H0
levels s, X=Y, next: -4.17811, 3.35046, 5.03471 eV
gap g above doublet = 1.68425 eV
preconditioner shift mu = 17.17811 eV
m/m* of X along x = -9.15608
m/m* of Y along x = 0.29524
m/m* XY element along diagonal = 0.44710
same X, Y along x, 317 waves: -9.15608, 0.29524
max m/m* deviation from band curvature = 6.8e-07
Gaussian second-order matrix (s,X,Y), meV, real then imaginary:
   -17.7937  +0.0000i    -0.0000 +31.7182i     0.0000 +15.9118i
    -0.0000 -31.7182i   -54.1020  +0.0000i   -26.6569  +0.0000i
     0.0000 -15.9118i   -26.6569  -0.0000i   -13.7891  +0.0000i
relative deviation from exact effective H: k.p 2.4e-08, Gaussian 9.1e-09
same with one-sided denominators, Gaussian: 0.138
relative deviation from full sum: k.p 6.7e-14, Gaussian 3.8e-14
bordered direct solve, relative deviation = 1.0e-13
S for X: k.p x 0.412181 eV nm^2, Gaussian 54.10205 meV
relative tail, state X, after N remote states:
  N | k.p: tail, Parseval, commutator | Gaussian: tail, Parseval
  6 | 2.3e-03, 2.3e-03, 7.5e-03 | 5.6e-01, 1.7e+00
  30 | 5.0e-09, 5.1e-09, 2.4e-04 | 1.4e-01, 3.1e-01
  100 | 1.4e-20, 0.0e+00, 5.9e-06 | 1.9e-02, 2.6e-02
  300 | 1.4e-32, 0.0e+00, 2.4e-07 | 1.7e-04, 1.9e-04
relative CG error and its limit, Gaussian, state X:
  step 2: 1.2e-01, 4.5e-01
  step 5: 4.0e-03, 1.7e-02
  step 8: 4.1e-05, 6.3e-04
  step 11: 1.3e-07, 2.3e-05
residual form of error at step 5 = 4.018e-03 of S
waves | kappa plain, precond., bound | steps plain, precond. (1e-8)
  81 | 87.9, 12.87, 19.72 | 32, 17
  317 | 355.4, 13.79, 19.72 | 71, 18
  1257 | 1427.0, 14.01, 19.72 | 152, 18
hybrid, 6 near states summed: gap 18.5940 eV, kappa 2.29, bound 2.70
hybrid steps (1e-8) = 11; near part 0.4370 of S; deviation 1.3e-14
multiply-adds per wave and CG step = 28.69
relative accuracy 1e-6, all diagonal terms:
  k.p x and y: CG steps 30, remote states 33; multiply-adds per wave 861 against 1296
  Gaussian: CG steps 27, remote states 563; multiply-adds per wave 775 against 320356
remote states for X at 1e-6: width 0.02 nm 538, width 0.04 nm 160
every check passed
```
